# Casida Coupling Matrix and Oscillator Strengths in the PAW Method: verification in Python

```python
"""
Casida coupling matrix in the projector augmented-wave (PAW) method.

Result under test, for real orbitals, closed shells and a local kernel f:
  K[ia,jb] = (rho_ia|rho_jb) + int n_ia f n_jb + D_ia (C + X) D_jb
where rho_ia is the smooth pair density n_ia plus compensation charges,
D_ia holds products of projector coefficients, C is the one-centre Hartree
tensor and X the one-centre kernel correction.  Singlet energies w follow from
  Omega = gap^2 + 4 sqrt(gap) K sqrt(gap),   Omega F = w^2 F.
Transition dipoles are smooth dipoles plus augmentation moments.
Part 1: two-sphere model, full densities in Fourier space against PAW.
Part 2: Be atom in LDA, all-electron against PAW, and a Gaussian-basis check.
Hartree atomic units; radial orbitals are u(r) = r R(r).
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss, legvander
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import spherical_jn
from scipy.constants import value
from pyscf import gto, dft, tddft

PI = np.pi
HARTREE_EV = value('Hartree energy in eV')


class Grid:
    """Gauss points in elements, with spectral running integrals."""

    def __init__(self, edges, q=12):
        t, w = leggauss(q)
        self.q, self.wref, self.half = q, w, np.diff(edges) / 2
        self.r = (edges[:-1, None] + self.half[:, None] * (t + 1)).ravel()
        self.w = (self.half[:, None] * w).ravel()
        leg = legvander(t, q)
        prim = np.empty((q, q))
        prim[:, 0] = t + 1
        for k in range(1, q):
            prim[:, k] = (leg[:, k + 1] - leg[:, k - 1]) / (2 * k + 1)
        self.J = prim @ np.linalg.inv(leg[:, :q])

    def upto(self, f):
        """Integral of f from 0 to every grid point."""
        g = f.reshape(f.shape[:-1] + (-1, self.q)) * self.half[:, None]
        total = (g * self.wref).sum(-1)
        before = np.cumsum(total, -1) - total
        return (g @ self.J.T + before[..., None]).reshape(f.shape)

    def slater(self, L, x, y):
        """Double integrals of x(r) y(r') r_<^L / r_>^(L+1)."""
        x, y = np.atleast_2d(x), np.atleast_2d(y)
        ax = self.upto(x * self.r**L) / self.r**(L + 1)
        ay = self.upto(y * self.r**L) / self.r**(L + 1)
        return (ax * self.w) @ y.T + (x * self.w) @ ay.T


# ---------------------------------------------------------------- part 1
# Smooth orbitals: window(r) and z*window(r); window = 1 over both spheres, so
# the local smooth waves 1 and z' span them exactly.  Sphere radius is 1.
local = Grid(np.linspace(0, 1, 7))
big = Grid(np.concatenate([np.linspace(0, 2.3, 8),
                           np.linspace(2.3, 4.0, 8)[1:]]))
s = local.r
bump = (1 - s**2)**4
spheres = [(1.2, 1 + 1.5 * bump, 1 - 0.8 * bump),
           (-1.0, 1 - 0.6 * bump, 1 + 2.0 * bump)]
x = np.clip((big.r - 2.3) / 1.7, 0, 1)
window = 1 - x**4 * (35 - 84 * x + 70 * x**2 - 20 * x**3)


def product_waves(a, b, r, fs, fp):
    """Legendre components of (a0 fs + a1 z fp)(b0 fs + b1 z fp)."""
    ss, mixed, pp = a[0] * b[0], a[0] * b[1] + a[1] * b[0], a[1] * b[1]
    return np.array([ss * fs**2 + pp * (r * fp)**2 / 3,
                     mixed * r * fs * fp, 2 * pp * (r * fp)**2 / 3])


def transform(comp, grid, k, mu):
    """Fourier transform of sum_L comp_L(r) P_L(cos theta)."""
    leg = legvander(mu, 2)
    out = np.zeros((len(k), len(mu)), complex)
    for L in range(3):
        rad = spherical_jn(L, np.outer(k, grid.r)) @ (
            comp[L] * grid.r**2 * grid.w)
        out += 4 * PI * (-1j)**L * np.outer(rad, leg[:, L])
    return out


def pair_density(a, b, k, mu, power):
    wave = product_waves(a, b, big.r, window, window)
    smooth = transform(wave, big, k, mu)
    full, comp = smooth.copy(), smooth.copy()
    dipole = 4 * PI / 3 * big.w @ (wave[1] * big.r**3)
    centres = []
    for z0, fs, fp in spheres:
        la, lb = (a[0] + z0 * a[1], a[1]), (b[0] + z0 * b[1], b[1])
        true = product_waves(la, lb, s, fs, fp)
        pseudo = product_waves(la, lb, s, np.ones_like(s), np.ones_like(s))
        hat, moment = np.zeros_like(true), np.zeros(3)
        for L in range(3):
            shape = s**L * (1 - s**2)**power
            shape = shape / (local.w @ (shape * s**(L + 2)))
            moment[L] = local.w @ ((true - pseudo)[L] * s**(L + 2))
            hat[L] = moment[L] * shape
        phase = np.exp(-1j * z0 * np.outer(k, mu))
        full += phase * transform(true - pseudo, local, k, mu)
        comp += phase * transform(hat, local, k, mu)
        dipole += 4 * PI * (z0 * moment[0] + moment[1] / 3)
        centres.append((true, pseudo, pseudo + hat))
    return full, smooth, comp, centres, dipole


kgrid = Grid(np.linspace(0, 60, 61))
mu, wmu = leggauss(100)


def coulomb_k(n1, n2):
    return kgrid.w @ (np.conj(n1) * n2).real @ wmu / PI


def one_centre(c1, c2, which):
    """Sphere terms: true densities minus the chosen smooth densities."""
    total = 0.0
    for d1, d2 in zip(c1, c2):
        for L in range(3):
            w_true = local.slater(L, s**2 * d1[0][L], s**2 * d2[0][L])[0, 0]
            w_soft = local.slater(L, s**2 * d1[which][L],
                                  s**2 * d2[which][L])[0, 0]
            total += (4 * PI / (2 * L + 1))**2 * (w_true - w_soft)
    return total


orb_even, orb_odd = (1.0, 0.0), (0.0, 1.0)
model = {}
for power in (2, 4):
    A = pair_density(orb_even, orb_odd, kgrid.r, mu, power)
    B = pair_density(orb_odd, orb_odd, kgrid.r, mu, power)
    model[power] = coulomb_k(A[2], B[2]) + one_centre(A[3], B[3], 2)
model_direct = coulomb_k(A[0], B[0])
model_nocomp = coulomb_k(A[1], B[1]) + one_centre(A[3], B[3], 1)
for power in model:
    assert abs(model[power] / model_direct - 1) < 1e-6
assert abs(model_nocomp / model_direct - 1) > 1e-3
tiny = 1e-3
probe = pair_density(orb_odd, orb_odd, np.array([tiny]), np.array([1.0]), 4)
dip_direct, dip_paw = -probe[0][0, 0].imag / tiny, probe[4]
# the finite wave number leaves a relative error of order tiny^2 * size^2
assert abs(dip_direct - dip_paw) < 1e-4 * max(1, abs(dip_paw))

# ---------------------------------------------------------------- part 2
Z, RC, RBOX, NVIRT, DEG = 4, 1.8, 20.0, 12, 8
inner_edges = RC * np.linspace(0, 1, 11)**2
outer_edges = np.linspace(RC, RBOX, 25)[1:]
edges = np.concatenate([inner_edges, outer_edges])
grid = Grid(edges)
r, w = grid.r, grid.w
inside = (r < RC).astype(float)
# repeated knots at RC let smooth orbitals have a jump in high derivatives
knots = np.concatenate([np.zeros(DEG + 1), inner_edges[1:], [RC] * 4,
                        outer_edges[:-1], [RBOX] * (DEG + 1)])
nb = len(knots) - DEG - 1
spline = BSpline(knots, np.eye(nb), DEG)
Bas, dBas = spline(r), spline(r, nu=1)
kinetic = 0.5 * dBas.T @ (w[:, None] * dBas)
overlap = Bas.T @ (w[:, None] * Bas)
keep = slice(1, -1)          # orbitals vanish at 0 and at the box wall

# LDA: Slater exchange and Perdew-Wang correlation, unpolarized
n_ = sp.Symbol('n', positive=True)
rs = (3 / (4 * sp.pi * n_))**sp.Rational(1, 3)
ca = 0.0310907
den = 2 * ca * (7.5957 * sp.sqrt(rs) + 3.5876 * rs
                + 1.6382 * rs**sp.Rational(3, 2) + 0.49294 * rs**2)
e_xc = (-sp.Rational(3, 4) * (3 / sp.pi)**sp.Rational(1, 3)
        * n_**sp.Rational(4, 3)
        - 2 * ca * (1 + 0.21370 * rs) * sp.log(1 + 1 / den) * n_)
v_xc = sp.lambdify(n_, sp.diff(e_xc, n_), 'numpy')
f_xc = sp.lambdify(n_, sp.diff(e_xc, n_, 2), 'numpy')


def density(charge):
    """Density from radial charge 4 pi r^2 n, with a floor against 0."""
    return np.maximum(charge / (4 * PI * r**2), 1e-25)


def hamiltonian(v, l):
    pot = w * (v + l * (l + 1) / (2 * r**2))
    return kinetic + Bas.T @ (pot[:, None] * Bas)


def orbitals(H, S):
    e, c = eigh(H[keep, keep], S[keep, keep])
    return e, (Bas[:, keep] @ c).T, c


charge = (2 * 4 * 3.7**3 * r**2 * np.exp(-7.4 * r)
          + 2 * 1.92**5 / 24 * r**4 * np.exp(-1.92 * r))
for cycle in range(300):
    outer = w @ (charge / r) - grid.upto(charge / r)
    v_ks = -Z / r + grid.upto(charge) / r + outer + v_xc(density(charge))
    e_s, u_s, _ = orbitals(hamiltonian(v_ks, 0), overlap)
    new = 2 * u_s[0]**2 + 2 * u_s[1]**2
    change = w @ abs(new - charge)
    if change < 1e-10:
        break
    charge = charge + 0.4 * (new - charge)
assert change < 1e-10
e_p, u_p, _ = orbitals(hamiltonian(v_ks, 1), overlap)
f_true = f_xc(density(charge))


def kernel_matrix(x, f):
    return (x * (w * f / (4 * PI * r**2))) @ x.T


def casida(gaps, K, dip):
    """Singlet energies and strengths summed over the three P states."""
    root = np.sqrt(gaps)
    w2, F = eigh(np.diag(gaps**2) + 4 * root[:, None] * K * root)
    assert w2[0] > 0
    return np.sqrt(w2), 2 * ((dip * np.sqrt(2 * gaps)) @ F)**2


def all_electron(occupied, nvirt):
    x = np.concatenate([u_s[i] * u_p[:nvirt] for i in occupied])
    gaps = np.concatenate([e_p[:nvirt] - e_s[i] for i in occupied])
    KH, KX = grid.slater(1, x, x) / 3, kernel_matrix(x, f_true)
    dip = x @ (w * r) / np.sqrt(3)
    return gaps, KH, KX, dip, casida(gaps, KH + KX, dip)


ae = all_electron([1], NVIRT)
ae_valence = all_electron([1], len(e_p))
ae_full = all_electron([0, 1], len(e_p))
assert abs(ae_valence[4][1].sum() - 2) < 1e-3
assert abs(ae_full[4][1].sum() - 4) < 2e-3


# PAW construction from the all-electron potential
last = slice((len(inner_edges) - 2) * grid.q, (len(inner_edges) - 1) * grid.q)


def falling(p, m):
    return float(np.prod([p - j for j in range(m)])) if m else 1.0


def smooth_inside(f, powers):
    """Polynomial inside RC matching value and derivatives of f at RC."""
    fit = Polynomial.fit(r[last], f[last], grid.q - 1)
    rhs = [fit(RC)] + [fit.deriv(m)(RC) for m in range(1, len(powers))]
    M = [[falling(p, m) * RC**(p - m) for p in powers]
         for m in range(len(powers))]
    c = np.linalg.solve(np.array(M), np.array(rhs))
    val = sum(ck * r**p for ck, p in zip(c, powers))
    second = sum(ck * falling(p, 2) * r**(p - 2.0)
                 for ck, p in zip(c, powers))
    return val, second


v_soft = np.where(r < RC, smooth_inside(v_ks, [0, 2, 4])[0], v_ks)
core = 2 * u_s[0]**2
core_density = core / (4 * PI * r**2)
core_soft = 4 * PI * r**2 * np.where(
    r < RC, smooth_inside(core_density, [0, 2, 4])[0], core_density)


def channel(l, energies):
    """Partial waves, projectors and PAW eigenstates for one l."""
    H = hamiltonian(v_ks, l)
    phi, soft, chi = [], [], []
    for e in energies:
        A = H - e * overlap
        c = np.zeros(nb)
        c[-1] = 1.0
        c[keep] = np.linalg.solve(A[keep, keep], -A[keep, -1])
        u = Bas @ c
        u = u / np.max(abs(u * inside))
        t, t2 = smooth_inside(u, [l + 1, l + 3, l + 5, l + 7])
        phi.append(u * inside)
        soft.append(t * inside)
        chi.append(inside * ((e - v_soft - l * (l + 1) / (2 * r**2)) * t
                             + t2 / 2))
    phi, soft, chi = np.array(phi), np.array(soft), np.array(chi)
    Bm = (soft * w) @ chi.T
    proj = np.linalg.inv(Bm).T @ chi
    dS = (phi * w) @ phi.T - (soft * w) @ soft.T
    dH = dS * np.array(energies) + Bm
    assert np.max(abs(dH - dH.T)) < 1e-6 * max(1, np.max(abs(dH)))
    dH = (dH + dH.T) / 2
    pb = Bas.T @ (w[:, None] * proj.T)
    e, u, c = orbitals(hamiltonian(v_soft, l) + pb @ dH @ pb.T,
                       overlap + pb @ dS @ pb.T)
    return phi, soft, e, u, (pb[keep].T @ c).T


def paw(nwaves):
    phis, softs, es, us, Ps = channel(0, [-0.2, 0.5][:nwaves])
    phip, softp, ep, up, Pp = channel(1, [0.0, 1.0][:nwaves])
    us, Ps = us[0], Ps[0]
    far = w * (1 - inside)
    sign = np.sign(far @ (us * u_s[1]))
    us, Ps = us * sign, Ps * sign
    up, Pp = up[:NVIRT], Pp[:NVIRT]
    sign = np.sign((up * u_p[:NVIRT]) @ far)[:, None]
    up, Pp = up * sign, Pp * sign
    D = np.einsum('i,aj->aij', Ps, Pp).reshape(NVIRT, -1)
    true = np.einsum('ir,jr->ijr', phis, phip).reshape(-1, len(r))
    soft = np.einsum('ir,jr->ijr', softs, softp).reshape(-1, len(r))
    delta = (true - soft) @ (w * r)
    hat = inside * r**3 * (1 - (r / RC)**2)**3
    hat = hat / (w @ (hat * r))
    x = us * up
    comp = x + np.outer(D @ delta, hat)
    soft_comp = soft + np.outer(delta, hat)
    C = (grid.slater(1, true, true)
         - grid.slater(1, soft_comp, soft_comp)) / 3
    soft_charge = 2 * us**2 + core_soft
    assert np.all(soft_charge > 0)
    n_true = density(inside * (2 * (Ps @ phis)**2 + core))
    n_soft = density(inside * (2 * (Ps @ softs)**2 + core_soft))
    X = kernel_matrix(true, f_xc(n_true)) - kernel_matrix(soft, f_xc(n_soft))
    out = dict(e2s=es[0], ep=ep[:NVIRT], gaps=ep[:NVIRT] - es[0])
    out['H_soft'] = grid.slater(1, comp, comp) / 3
    out['H_one'] = D @ C @ D.T
    out['X_soft'] = kernel_matrix(x, f_xc(density(soft_charge)))
    out['X_one'] = D @ X @ D.T
    out['H_bare'] = grid.slater(1, x, x) / 3
    out['d_soft'] = x @ (w * r) / np.sqrt(3)
    out['d_aug'] = D @ delta / np.sqrt(3)
    out['K'] = out['H_soft'] + out['H_one'] + out['X_soft'] + out['X_one']
    out['dip'] = out['d_soft'] + out['d_aug']
    out['result'] = casida(out['gaps'], out['K'], out['dip'])
    return out


runs = {m: paw(m) for m in (1, 2)}
err = {}
for m, p in runs.items():
    err[m] = (np.max(abs(p['ep'] - e_p[:NVIRT])),
              np.max(abs(p['K'] - ae[1] - ae[2])),
              np.max(abs(p['dip'] - ae[3])))
p = runs[2]
w_paw, f_paw = p['result']
w_ae, f_ae = ae[4]
no_aug_strength = casida(p['gaps'], p['K'], p['d_soft'])[1]
w_bare = casida(p['gaps'], p['H_bare'] + p['X_soft'], p['d_soft'])[0]

# independent all-electron TDDFT in an even-tempered Gaussian basis
basis = [[0, [0.02 * 2.2**k, 1.0]] for k in range(15)]
basis += [[1, [0.012 * 2.3**k, 1.0]] for k in range(11)]
mol = gto.M(atom='Be 0 0 0', basis={'Be': basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,pw'
mf.kernel()
td = tddft.TDDFT(mf)
td.nstates = 3
td.kernel()
w_gauss, f_gauss = td.e[0], np.sum(td.oscillator_strength())

print(f"Model (12|22), full densities: {model_direct:.8f} Ha")
print(f"Model (12|22), PAW, g power 2: {model[2]:.8f} Ha")
print(f"Model (12|22), PAW, g power 4: {model[4]:.8f} Ha")
print(f"Model, no compensation: {model_nocomp:.8f} Ha")
print(f"Model dipole 22, direct: {dip_direct:.5f} a.u.")
print(f"Model dipole 22, PAW: {dip_paw:.5f} a.u.")
print(f"Be: sphere radius {RC} bohr, box {RBOX} bohr, {NVIRT} p states")
print(f"2s energy, all-electron: {e_s[1]:.6f} Ha")
print(f"2s energy, PAW: {p['e2s']:.6f} Ha")
print(f"2p energy, all-electron: {e_p[0]:.6f} Ha")
print(f"2p energy, PAW: {p['ep'][0]:.6f} Ha")
print(f"Highest p state used: {e_p[NVIRT - 1]:.4f} Ha")
for m in err:
    print(f"{m} wave(s) per l, max error p energies: {err[m][0]:.2e} Ha")
    print(f"{m} wave(s) per l, max error coupling: {err[m][1]:.2e} Ha")
    print(f"{m} wave(s) per l, max error dipole: {err[m][2]:.2e} bohr")
print("Coupling element 2s-2p with itself, PAW:")
print(f"  Hartree, compensated smooth: {p['H_soft'][0, 0]:.6f} Ha")
print(f"  Hartree, one-centre: {p['H_one'][0, 0]:.6f} Ha")
print(f"  kernel, smooth: {p['X_soft'][0, 0]:.6f} Ha")
print(f"  kernel, one-centre: {p['X_one'][0, 0]:.6f} Ha")
print(f"  total PAW: {p['K'][0, 0]:.6f} Ha")
print(f"  Hartree all-electron: {ae[1][0, 0]:.6f} Ha")
print(f"  kernel all-electron: {ae[2][0, 0]:.6f} Ha")
print(f"  total all-electron: {(ae[1] + ae[2])[0, 0]:.6f} Ha")
print(f"  Hartree, bare smooth pair: {p['H_bare'][0, 0]:.6f} Ha")
print(f"Dipole 2s-2p, smooth part: {p['d_soft'][0]:.6f} bohr")
print(f"Dipole 2s-2p, augmentation: {p['d_aug'][0]:.6f} bohr")
print(f"Dipole 2s-2p, PAW total: {p['dip'][0]:.6f} bohr")
print(f"Dipole 2s-2p, all-electron: {ae[3][0]:.6f} bohr")
print(f"Orbital gap 2s-2p, PAW: {p['gaps'][0]:.6f} Ha")
print(f"Excitation, PAW: {w_paw[0]:.6f} Ha = {w_paw[0]*HARTREE_EV:.4f} eV")
print(f"Excitation, all-electron, same space: {w_ae[0]:.6f} Ha")
print(f"Excitation, no augmentation in K: {w_bare[0]:.6f} Ha")
print(f"Strength, PAW: {f_paw[0]:.5f}")
print(f"Strength, all-electron, same space: {f_ae[0]:.5f}")
print(f"Strength, no augmentation dipole: {no_aug_strength[0]:.5f}")
print(f"Excitation, all p states, 2s only: {ae_valence[4][0][0]:.6f} Ha")
print(f"Excitation, all p states, 1s and 2s: {ae_full[4][0][0]:.6f} Ha")
print(f"Excitation, Gaussian basis: {w_gauss:.6f} Ha")
print(f"Strength, all p states, 1s and 2s: {ae_full[4][1][0]:.5f}")
print(f"Strength, Gaussian basis: {f_gauss:.5f}")
print(f"Strength sum, 2s only: {ae_valence[4][1].sum():.6f}")
print(f"Strength sum, 1s and 2s: {ae_full[4][1].sum():.6f}")

# two waves per l leave a small truncation error over this energy range
assert abs(p['e2s'] - e_s[1]) < 1e-4
assert err[2][0] < 5e-3 and err[2][1] < 2e-3 and err[2][2] < 1e-2
assert err[2][0] < err[1][0] and err[2][1] < err[1][1]
assert abs(w_paw[0] - w_ae[0]) < 5e-4
assert abs(f_paw[0] - f_ae[0]) < 5e-3
# the Gaussian basis and its integration grid are finite
assert abs(w_gauss - ae_full[4][0][0]) < 1e-3
assert abs(f_gauss - ae_full[4][1][0]) < 1e-2
print("every check passed")
```

Output:

```
Model (12|22), full densities: 322.70931356 Ha
Model (12|22), PAW, g power 2: 322.70931356 Ha
Model (12|22), PAW, g power 4: 322.70931356 Ha
Model, no compensation: 55.74095280 Ha
Model dipole 22, direct: 3.37606 a.u.
Model dipole 22, PAW: 3.37606 a.u.
Be: sphere radius 1.8 bohr, box 20.0 bohr, 12 p states
2s energy, all-electron: -0.205771 Ha
2s energy, PAW: -0.205771 Ha
2p energy, all-electron: -0.077214 Ha
2p energy, PAW: -0.077214 Ha
Highest p state used: 1.7372 Ha
1 wave(s) per l, max error p energies: 1.74e-02 Ha
1 wave(s) per l, max error coupling: 6.05e-04 Ha
1 wave(s) per l, max error dipole: 4.42e-03 bohr
2 wave(s) per l, max error p energies: 1.21e-04 Ha
2 wave(s) per l, max error coupling: 2.38e-05 Ha
2 wave(s) per l, max error dipole: 2.76e-04 bohr
Coupling element 2s-2p with itself, PAW:
  Hartree, compensated smooth: 0.064809 Ha
  Hartree, one-centre: -0.000132 Ha
  kernel, smooth: -0.030336 Ha
  kernel, one-centre: 0.001227 Ha
  total PAW: 0.035568 Ha
  Hartree all-electron: 0.064672 Ha
  kernel all-electron: -0.029108 Ha
  total all-electron: 0.035564 Ha
  Hartree, bare smooth pair: 0.066577 Ha
Dipole 2s-2p, smooth part: 1.599560 bohr
Dipole 2s-2p, augmentation: -0.007421 bohr
Dipole 2s-2p, PAW total: 1.592139 bohr
Dipole 2s-2p, all-electron: 1.592126 bohr
Orbital gap 2s-2p, PAW: 0.128557 Ha
Excitation, PAW: 0.177679 Ha = 4.8349 eV
Excitation, all-electron, same space: 0.177674 Ha
Excitation, no augmentation in K: 0.178206 Ha
Strength, PAW: 1.30962
Strength, all-electron, same space: 1.30961
Strength, no augmentation dipole: 1.31770
Excitation, all p states, 2s only: 0.177608 Ha
Excitation, all p states, 1s and 2s: 0.177186 Ha
Excitation, Gaussian basis: 0.177157 Ha
Strength, all p states, 1s and 2s: 1.30386
Strength, Gaussian basis: 1.30169
Strength sum, 2s only: 2.000000
Strength sum, 1s and 2s: 4.000000
every check passed
```
